# How Much Does Plasma Heating Speed Up a Chemical Etch?

**Question.** A plasma delivers 10 kW/m² to a wafer that rests on a chuck held at 300 K. The thermal contact between them conducts 200 W/m² for each kelvin of temperature difference. The etching reaction has an activation energy of 0.108 eV. By what factor does the etch rate exceed that of a wafer kept at the chuck temperature, and how does the factor scale with the heat load and the contact?

**Answer.** The heat load fixes the wafer temperature, and the temperature fixes the reaction rate. In the comparison, the flux of reactive atoms onto the surface is the same for the hot and the cold wafer. The etch is taken to be purely chemical, so ions do not remove material, although they may bring heat. These two conditions are relaxed further on.

### The temperature of the wafer

Let $q$ be the whole heat load per unit area, $h$ the contact conductance, $T_0$ the chuck temperature and $T$ the wafer temperature. The heat leaving through the contact is $h(T-T_0)$. If the wafer has density $\rho$, specific heat $c$ and thickness $d$, its heat capacity per unit area is $\rho c d$, and energy conservation gives

$$
\rho c d\,\frac{dT}{dt}=q-h(T-T_0).
$$

In the steady state the left side vanishes, so the wafer settles at

$$
T_1=T_0+\Delta T,\qquad \Delta T=\frac{q}{h}.
$$

With the given numbers,

$$
\Delta T=\frac{10\,000}{200}=50\ \text{K},\qquad T_1=350\ \text{K}.
$$

This treats the wafer as having one temperature throughout its thickness. To see whether that is fair, suppose that all the heat enters at the front face. In the steady state the same flux $q$ crosses every layer of the silicon, and Fourier's law gives a temperature drop $qd/\kappa$ for conductivity $\kappa$. With the rough values $d=0.775$ mm and $\kappa=120$ W/(m K),

$$
\frac{qd}{\kappa}=\frac{10\,000\times0.775\times10^{-3}}{120}\approx0.065\ \text{K}.
$$

This is about a thousandth of the 50 K across the contact. The contact, not the silicon, controls the temperature.

The steady state takes time to arrive. Subtracting the steady balance $0=q-h(T_1-T_0)$ from the energy equation gives

$$
\rho c d\,\frac{d(T-T_1)}{dt}=-h(T-T_1).
$$

The difference $T-T_1$ therefore decays exponentially. For a wafer that starts at $T_0$,

$$
T(t)=T_0+\Delta T\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{\rho c d}{h}.
$$

Rough silicon values, $\rho=2330$ kg/m³ and $c=750$ J/(kg K), give

$$
\tau=\frac{2330\times750\times0.775\times10^{-3}}{200}\approx6.8\ \text{s}.
$$

After three time constants, about 20 s, the wafer is within 5 per cent of its full temperature rise.

### From temperature to rate

For an activated reaction, the probability that an arriving atom leads to etching is modelled by the Arrhenius law, $A\exp(-E_a/kT)$. Here $E_a$ is the activation energy, $k$ is Boltzmann's constant and $A$ is taken to be independent of temperature.

A simple model shows where such a factor can come from. Suppose that a reaction needs an energy $E_a$ in two quadratic degrees of freedom, for instance the position and momentum of one classical vibration. In scaled coordinates $x$ and $y$ the energy is $kT(x^2+y^2)/2$, and the thermal distribution is $e^{-(x^2+y^2)/2}/2\pi$. With $s^2=x^2+y^2$, the area element is $s\,ds\,d\phi$. The angle contributes $2\pi$, which cancels the normalization, and the fraction above the threshold is

$$
\int_{s_a}^{\infty}s\,e^{-s^2/2}\,ds=e^{-s_a^2/2}=e^{-E_a/kT},
$$

because the threshold lies at $s_a^2/2=E_a/kT$. This motivates the exponential but does not establish the mechanism of a real surface reaction, for which $E_a$ is an empirical parameter.

If $\Gamma$ is the flux of reactive atoms, the rate is proportional to $\Gamma A\exp(-E_a/kT)$. Dividing the hot rate by the cold one cancels $\Gamma$ and $A$, which are held fixed:

$$
r=\frac{R(T_1)}{R(T_0)}
=\frac{e^{-E_a/kT_1}}{e^{-E_a/kT_0}}
=\exp\left[\frac{E_a}{k}\left(\frac1{T_0}-\frac1{T_1}\right)\right].
$$

The ratio needs neither the atom flux nor the absolute reaction probability. Putting the two fractions over a common denominator gives

$$
\frac1{T_0}-\frac1{T_1}=\frac{T_1-T_0}{T_0T_1}=\frac{\Delta T}{T_0T_1},
\qquad
r=\exp\left(\frac{E_a\,\Delta T}{kT_0T_1}\right).
$$

The activation energy expressed as a temperature is

$$
\frac{E_a}{k}=\frac{0.108}{8.617\times10^{-5}}\approx1253\ \text{K}.
$$

The exponent and the ratio are then

$$
\ln r=\frac{1253\times50}{300\times350}\approx0.597,
\qquad r=e^{0.597}\approx1.82.
$$

**The etch rate rises by about 80 per cent.** A cold rate of 200 nm/min, for example, becomes about 363 nm/min. The Boltzmann factor itself rises from 0.0153 to 0.0279. The absolute temperature has grown by only a sixth, but $E_a$ is about four times $kT_0$, so the factor responds strongly.

### How the increase scales

Substituting $\Delta T=q/h$ and $T_1=T_0+q/h$ shows the dependence on the heat load:

$$
\ln r=\frac{E_a}{kT_0}\,\frac{q/h}{T_0+q/h}
=\frac{E_a}{kT_0}\,\frac{q}{hT_0+q}.
$$

The second form follows on multiplying numerator and denominator by $h$. Heat load and conductance enter only through $q/h$, so doubling both leaves the steady result unchanged.

For weak heating, $q\ll hT_0$, the denominator is nearly $hT_0$. If the exponent is also small, $e^x\approx1+x$ gives

$$
r-1\approx\frac{E_a q}{k h T_0^2}.
$$

In this limit the fractional increase is proportional to the heat load and inversely proportional to the conductance.

In the opposite limit, $q\gg hT_0$, the last fraction tends to one and $r$ tends to $e^{E_a/kT_0}=1/0.0153\approx65$. This ceiling is formal: silicon melts at about 1687 K, where the formula gives a ratio of only about 31. It does show why the exponent grows more slowly than the heat load. Doubling $q$ in the present example doubles $\Delta T$ to 100 K, but it also raises $T_1$ from 350 to 400 K. The exponent grows by the factor $2\times350/400=1.75$ instead of 2.

The local sensitivity follows from differentiating $\ln R=\text{constant}-E_a/kT$:

$$
\frac{d\ln R}{dT}=\frac{E_a}{kT^2}.
$$

It is 1.39 per cent per kelvin at 300 K and 1.02 per cent per kelvin at 350 K. Two parts of the hot wafer that differ by 1 K, under equal atom flux, therefore differ by about 1 per cent in rate. Using the 300 K sensitivity over the whole 50 K would replace $T_0T_1$ by $T_0^2$ in the exponent and give a ratio of 2.01. That is about 10 per cent above the model's 1.82, because the sensitivity falls during the warming.

The contact deserves the same attention. At fixed $q$, a small fractional change in $h$ changes $T_1$ by $-\Delta T$ times that fraction, so

$$
\frac{d\ln r}{d\ln h}=-\Delta T\,\frac{E_a}{kT_1^2}
\approx-50\times0.0102=-0.51.
$$

A 1 per cent loss of conductance thus raises the rate by about half a per cent. For larger changes the full formula is better. A contact 20 per cent weaker gives 362.5 K and a ratio of 2.06, while one 20 per cent stronger gives 341.7 K and 1.66.

### Heat left out of the balance

Let a further heat load $p(T)$ act on the wafer, so that the steady balance becomes $q+p(T)-h(T-T_0)=0$. Write $T=T_1+\delta T$ and expand $p$ to first order. Since $q=h(T_1-T_0)$, those terms cancel and leave

$$
p(T_1)+p'(T_1)\,\delta T-h\,\delta T\approx0,
\qquad
\delta T\approx\frac{p(T_1)}{h-p'(T_1)}.
$$

Radiation from the front face removes heat. For emissivity one and surroundings at 300 K, $p=-\sigma(T^4-T_0^4)$, where $\sigma$ is the Stefan–Boltzmann constant. At 350 K the loss is 392 W/m², and $p'=-4\sigma T_1^3\approx-9.7$ W/(m² K). Hence

$$
\delta T\approx-\frac{392}{200+9.7}\approx-1.9\ \text{K}.
$$

The ratio falls to 1.78. For surroundings at 300 K this is the largest reduction that front-face radiation can cause, since a real emissivity is below one. Warmer surroundings would weaken the loss or reverse it.

The etching reaction itself releases heat. If $q$ already includes it, nothing need be added. If $q$ counts only the heat from the plasma, the extra load is the number of silicon atoms removed per area and time, multiplied by the heat per atom. Suppose that the whole front face is exposed silicon; a mask reduces the load roughly in proportion to the area it covers, as long as the etch depth is small compared with the width of the openings. In deeper features the side walls react too and add to the load. If the openings are spread evenly, at spacings well below $\sqrt{\kappa d/h}\approx2$ cm, heat spreads sideways through the silicon and the wafer temperature stays nearly uniform. Take roughly 20 eV per atom, all deposited in the wafer, with $5.0\times10^{28}$ silicon atoms per m³. A cold rate of 200 nm/min is $3.33\times10^{-9}$ m/s, and the cold load is

$$
5.0\times10^{28}\times3.33\times10^{-9}\times20\times1.602\times10^{-19}
\approx534\ \text{W/m}^2.
$$

This load grows with the etch rate, to 969 W/m² at 350 K. Its slope is $p'=p\,E_a/kT_1^2\approx969\times0.0102\approx9.9$ W/(m² K), so

$$
\delta T\approx\frac{969}{200-9.9}\approx5.1\ \text{K},
$$

and the ratio becomes 1.91. The minus sign in the denominator expresses feedback: a hotter wafer etches faster and releases more heat. A small disturbance dies away as long as $p'<h$, because the contact then removes the extra heat faster than the reaction supplies it. That condition is met here with a wide margin.

Solving the two nonlinear balances directly gives shifts of −1.87 K and 5.10 K, in agreement with the first-order estimates.

### When the atom flux changes

A hot wafer consumes more reactive atoms, which can deplete the gas. Suppose that atoms of density $n$ are produced at a fixed rate $G$, lost elsewhere at a rate $k_wn$, and consumed by etching at a rate $k_en$ on the cold wafer and $k_ern$ on the hot one. Setting production equal to loss in each case gives

$$
n_0=\frac{G}{k_w+k_e},\qquad n_1=\frac{G}{k_w+k_er}.
$$

Let $L=k_e/(k_w+k_e)$ be the share consumed by etching in the cold state. Dividing the densities, and then dividing numerator and denominator by $k_w+k_e$, gives

$$
\frac{n_1}{n_0}=\frac{1}{(1-L)+Lr}=\frac{1}{1+L(r-1)}.
$$

The rate ratio is therefore $r/[1+L(r-1)]$. With $L=0.10$ it is $1.816/1.0816\approx1.68$. As $L$ approaches one, the ratio approaches one: the etch is then limited by supply, and heating the wafer gains nothing.

The gas beside the wafer may also warm. For atoms of mass $m$ with a Maxwell distribution, the one-way flux is

$$
\Gamma=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi m}}.
$$

If the gas warms from 300 to 350 K at fixed density, the flux rises by $\sqrt{350/300}\approx1.08$ and the rate ratio becomes 1.96. At fixed pressure and composition, $n\propto1/T$, so the flux is multiplied by 0.926 and the ratio becomes 1.68. The direction of this correction depends on what the reactor holds fixed.

### Setting the estimate beside a real etch

The activation energy is representative of spontaneous silicon etching by fluorine atoms, provided it describes the reaction probability, with the temperature dependence of the gas flux counted separately. A conductance of 200 W/(m² K) is of the rough size found for a modest clamped contact with helium behind the wafer, and 10 kW/m², or 1 W/cm², is a moderate plasma heat load. The rate of 200 nm/min is modest. Deep silicon etching can be ten or more times faster. If much of the wafer face is exposed, its reaction heat then becomes comparable with the plasma load. Because this heat grows with temperature, the wafer temperature must then be found by solving the full heat balance; a fixed $q$ or the first-order shift above is no longer enough. The balance may also have no usable solution. Take twenty times the cold rate assumed here, with the whole face exposed, the same contact, and an atom flux that does not fall as the wafer warms. The model then has no steady state below 1000 K, even when the front face radiates as a black body to surroundings at 300 K. A better contact, a much colder chuck, a smaller exposed area or a lower atom flux can restore a usable one: doubling $h$ gives about 400 K, and a chuck at 200 K gives about 310 K, whereas a chuck at 210 K still lets the wafer run to about 970 K. This runaway is a property of the model, not a prediction for real reactors. With the usual rate law for fluorine atoms on silicon, such a cold rate would need a fluorine-atom pressure of the order of 1 Torr. Real fast etches usually run at much lower pressure and depend on ions and on the supply of atoms, so their rate need not follow this activation energy. Depletion of the atoms also limits the heating: with $L=0.10$ the same balance settles near 556 K, which is still far above the 350 K of the simple estimate.

When ions drive part of the etching, as in directional etching by ion bombardment, the process is no longer purely chemical. If a share $f$ of the cold rate is driven by ions, adds to the chemical part and does not depend on temperature, the total ratio is $f+(1-f)r$. For $f=0.5$ this is $0.5+0.5\times1.816\approx1.41$, so the increase is halved to about 41 per cent. Real ion-driven and chemical etching can reinforce each other, which this sum leaves out.

Duration matters as well. If the wafer starts at 300 K when the plasma and the atom flux are switched on together, the average ratio over a 60 s etch is 1.72, because the first seconds are spent warming up. The factor of about 1.8 applies to the chemical part of the etch once the wafer is warm, provided that 10 kW/m² is the whole heat load and that the flux of atoms onto its surface is the same as for the cold wafer. The numerical output below lists the main values.

## Computed results

```
Heat load q: 10.0 kW/m2
Contact conductance h: 200 W/m2/K
Chuck temperature T0: 300 K
Activation energy Ea: 0.108 eV
Boltzmann constant: 8.61733e-05 eV/K
Temperature rise q/h: 50.0 K
Wafer temperature T1: 350.0 K
Ea/k: 1253.3 K
Ea/kT0: 4.1776; Ea/kT1: 3.5808 (no unit)
Boltzmann factor at T0: 0.01533 (no unit)
Boltzmann factor at T1: 0.02785 (no unit)
Integrated fraction at T0: 0.01533; at T1: 0.02785
Exponent of rate ratio: 0.5968 (no unit)
RATE RATIO r: 1.816 (no unit)
RATE INCREASE: 81.6 percent
Assumed cold rate: 200 nm/min
Hot rate: 363 nm/min
Sensitivity at T0: 1.39 percent/K
Sensitivity at T1: 1.02 percent/K
Ratio if T0 sensitivity used throughout: 2.006
Rough wafer thickness: 0.775 mm
Rough conductivity: 120 W/m/K
Rough density: 2330 kg/m3
Rough specific heat: 750 J/kg/K
Temperature drop in silicon: 0.065 K
Front-face rise, layered model: 50.065 K
Warm-up time constant: 6.77 s
Mean ratio over first 60 s: 1.718
Radiated heat at T1, upper bound: 392 W/m2
Radiation shift, Newton step: -1.87 K
Radiation shift, full balance: -1.87 K
Ratio with radiation: 1.782
Rough silicon lattice constant: 0.543 nm
Silicon atom density: 5.00e+28 1/m3
Rough reaction heat: 20 eV/atom
Reaction heat load at T0: 534 W/m2
Reaction heat load at T1: 969 W/m2
Reaction-heat shift, Newton step: 5.10 K
Reaction-heat shift, full balance: 5.10 K
Ratio with added reaction heat: 1.912
Contact 20 percent weaker: T = 362.5 K
Ratio with weaker contact: 2.055
Contact 20 percent stronger: T = 341.7 K
Ratio with stronger contact: 1.664
Assumed ion-driven share at T0: 50 percent
Ratio with ion-driven share: 1.408
Assumed fluorine consumption at T0: 10 percent
Ratio with fluorine consumption: 1.679
Flux factor, warm gas, fixed density: 1.080
Ratio, warm gas at fixed density: 1.962
Flux factor, warm gas, fixed pressure: 0.926
Ratio, warm gas at fixed pressure: 1.682
```
